\section*{Why Bare 187Re Decays Faster: K-Shell Decay and an Excited State}

\section{What symmetry fixes}

The ground-state decay $^{187}\mathrm{Re}(5/2^+)\to{}^{187}\mathrm{Os}(1/2^-)$ changes parity, and the nuclear spins require at least two units of angular momentum from the leptons. Their spins supply at most one. The other must be orbital, so the leading amplitude contains one lepton momentum times the nuclear radius. The antineutrino momentum $q$ can supply it, or the electron can through the gradient of its wave at the nucleus.

The rate therefore contains the neutrino phase space $q^2$, times the squared momentum, times the electron density at the nucleus. The density is per unit energy for a continuum electron and per state for a bound one. To leading order in the nuclear size, the nuclear matrix element is the same in both cases and cancels in their ratio.

This ratio explains a large acceleration on full ionization, but not the whole change from 42 billion to 33 years. Most of the bare ion's decay goes to an excited state of osmium near 9.8 keV, which the neutral atom cannot reach. Phase space for the ground-state transition alone leaves a half-life of about two million years.

Hartree atomic units are used for waves and momenta, keV for decay energies. The neutrino is massless and nuclear recoil is neglected.

\section{A back-of-envelope ratio}

First take a nonrelativistic electron in the field of charge $Z=76$. The K-shell function $g=2Z^{3/2}e^{-Zr}$ has $g^2(0)=4Z^3$.

For the continuum just above threshold, $u=rg$ obeys
\begin{equation}
u''+\left[\frac{2Z}{r}-\frac{l(l+1)}{r^2}\right]u=0,
\qquad u=A\sqrt r\,J_{2l+1}(\sqrt{8Zr}).
\end{equation}
Normalization per unit energy requires the semiclassical amplitude $\sqrt{2/(\pi k)}$ at large $r$, with $k=\sqrt{2Z/r}$. The Bessel function has amplitude $\sqrt{2/\pi}\,(8Zr)^{-1/4}$, so
\begin{equation}
A\,r^{1/4}(8Z)^{-1/4}=r^{1/4}(2Z)^{-1/4},\qquad A=\sqrt2 .
\end{equation}
The small-argument forms $J_1(z)\simeq z/2$ and $J_3(z)\simeq z^3/48$ give
\begin{equation}
g_s^2\to 2\,\frac{8Z}{4}=4Z,\qquad
9\,\frac{g_p^2}{r^2}\to 9\cdot2\,\frac{(8Z)^3}{48^2}=4Z^3 .
\label{eq:threshold}
\end{equation}
The factor 9 converts a p wave to its squared momentum, because a free p wave starts as $j_1(pr)\simeq pr/3$.

In the neutral atom the electron supplies the orbital momentum far more readily than the neutrino, whose momentum is at most $Q/c$. With kinetic energy $\varepsilon$ and $q=(Q-\varepsilon)/c$, the two contributions are
\begin{align}
I_p&\simeq4Z^3\int_0^Q\frac{(Q-\varepsilon)^2}{c^2}\,d\varepsilon
=\frac{4Z^3Q^3}{3c^2},\\
I_s&\simeq4Z\int_0^Q\frac{(Q-\varepsilon)^4}{c^4}\,d\varepsilon
=\frac{4ZQ^5}{5c^4}.
\end{align}
Their ratio is $I_p/I_s=5Z^2c^2/(3Q^2)$, about $2\times10^4$ for $Q=2.5$ keV.

For K capture of the created electron, the neutrino supplies both its phase space and the orbital momentum, which gives $4Z^3(Q_K/c)^4$. Dividing by $I_p$,
\begin{equation}
G_K\simeq\frac{3Q_K^4}{c^2Q^3}
=3\left(\frac{Q_K}{Q}\right)^3\frac{Q_K}{c^2}.
\label{eq:simple}
\end{equation}
With $Q_K=72.92$ keV, obtained below, and $c^2=511$ keV,
\begin{equation}
G_K\simeq3\left(\frac{72.92}{2.5}\right)^3\frac{72.92}{511}
\simeq1.06\times10^4 .
\end{equation}
The observed acceleration is $4.2\times10^{10}/33=1.27\times10^9$. The estimate is short by five orders of magnitude, far more than relativity can repair.

\section{Energy balance}

Let $B$ be the positive total electron binding energy of a neutral atom, and $D=B(\mathrm{Os})-B(\mathrm{Re})$. With nuclear rest energies $N$ and electron rest energy $m$, the atomic decay energy is
\begin{align}
Q&=[N_{\rm Re}+75m-B(\mathrm{Re})]-[N_{\rm Os}+76m-B(\mathrm{Os})]\nonumber\\
&=(N_{\rm Re}-N_{\rm Os}-m)+D .
\end{align}
The bracket in the last line is the energy available to a bare nucleus that emits a free electron. It equals $Q-D$. If the electron is instead bound in shell $n$ of hydrogen-like osmium,
\begin{equation}
Q_n=Q-D+B_n .
\end{equation}

A Dirac mean-field calculation with local exchange gives $D=15.33$ keV. It omits Breit and QED terms and all correlation. A local relativistic correction to exchange would lower $D$ by about 0.04 keV, and local correlation would move it by less than 0.01 keV. As a consistency test, the derivative of the neutral-atom energy with nuclear charge is minus the electrons' repulsive potential at the nucleus, apart from a small chemical potential. Averaging that potential over the two atoms also gives 15.33 keV.

Thus $Q-D=-12.83$ keV, and continuum decay of the bare ion is forbidden. The K binding of 85.75 keV instead opens decay into the bound K shell:
\begin{equation}
Q_K=2.5-15.33+85.75=72.92\ \mathrm{keV}.
\end{equation}
The second decimal in these energies is carried only for the arithmetic. With $Q$ given to two figures and Breit and QED terms omitted, they are good to no better than about 0.1 keV. The L shells are open by 7 to 9 keV, and the M shell is closed.

\section{The controlled rate}

\subsection{Why the momentum factor is $q^2+p^2$}

For free leptons, the part of the plane waves linear in position contains $\mathbf K=\mathbf p+\mathbf q$. Coupled to the axial lepton current $\boldsymbol\ell$, it forms the symmetric traceless tensor
\begin{equation}
T_{ij}=\tfrac12(K_i\ell_j+K_j\ell_i)-\tfrac13\delta_{ij}\mathbf K\cdot\boldsymbol\ell,
\end{equation}
whose square is
\begin{equation}
\sum_{ij}|T_{ij}|^2=\tfrac12K^2|\boldsymbol\ell|^2
+\tfrac16|\mathbf K\cdot\boldsymbol\ell|^2 .
\end{equation}
Let $\mathbf w$ be the electron velocity divided by $c$, $\mathbf n$ the neutrino direction, and $x$ the cosine of the angle between them. The spin sum, up to a common factor, has symmetric part $\delta_{ij}(1-wx)+w_in_j+n_iw_j$. Hence
\begin{align}
|\boldsymbol\ell|^2&=3-wx,\\
|\mathbf K\cdot\boldsymbol\ell|^2&=K^2(1-wx)+2w(p+qx)(px+q).
\end{align}
Averaging over directions with $\langle x\rangle=0$ and $\langle x^2\rangle=1/3$ gives
\begin{align}
\tfrac12\langle K^2|\boldsymbol\ell|^2\rangle&=\tfrac32(p^2+q^2)-\tfrac13wpq,\\
\tfrac16\langle|\mathbf K\cdot\boldsymbol\ell|^2\rangle&=\tfrac16(p^2+q^2)+\tfrac13wpq .
\end{align}
The cross terms cancel, and the sum is $\tfrac53(p^2+q^2)$.

\subsection{Electron waves in the nuclear field}

The $q^2$ term has an electron with $j=1/2$, the $p^2$ term one with $j=3/2$. In a field, each free density is replaced by the actual one. Let $g_\kappa$ and $f_\kappa$ be the large and small radial Dirac functions. The components that start with orbital angular momentum zero are $g_{-1}$ and $f_1$; among the $j=3/2$ waves, those that start with one are $g_{-2}$ and $f_2$.

The normalization follows from free waves. Let $a$ and $b$ be the asymptotic amplitudes of $rg$ and $rf$, and $E=\varepsilon+c^2$. Energy normalization requires $(\pi/2)(a^2+b^2)=dp/d\varepsilon=E/(c^2p)$, while the Dirac equation gives $b^2/a^2=\varepsilon/(\varepsilon+2c^2)$. Therefore
\begin{equation}
a^2=\frac{\varepsilon+2c^2}{\pi c^2p},\qquad
b^2=\frac{\varepsilon}{\pi c^2p}.
\end{equation}
Near the origin the s-type components are $ap$ and $bp$, and the p-type components carry a further $pR/3$ at the nuclear radius $R$. Consequently
\begin{align}
\frac\pi2(g_{-1}^2+f_1^2)&=\frac{pE}{c^2},\\
\frac\pi2\,\frac{9(g_{-2}^2+f_2^2)}{R^2}&=\frac{p^3E}{c^2}.
\end{align}
The second is $p^2$ times the first, as required. To leading order in the nuclear size, the neutral rate is a common constant times
\begin{equation}
I=\int_0^Q d\varepsilon\,q^2\left[q^2(g_{-1}^2+f_1^2)
+\frac{9(g_{-2}^2+f_2^2)}{R^2}\right].
\label{eq:continuum}
\end{equation}
For an empty bound shell the energy integral becomes one term with unit-normalized functions. The K shell contributes $I_K=(Q_K/c)^4g_K^2(R)$.

The free-wave relations, the low-$Z$ limits in \eqref{eq:threshold}, and the continuity between the $n=6$ bound states and the continuum were all tested numerically.

\subsection{Numbers for the ground-state transition}

The nucleus is a uniform sphere, and the electron emitted by the neutral atom moves in the osmium nuclear field screened by rhenium's electron density. Atomic exchange, shake processes and bound decay of the neutral atom are left out. The p-wave and s-wave parts of \eqref{eq:continuum} are $5.38\times10^7$ and $6.06\times10^3$. The electron gradient dominates, as estimated. The calculated rate varies as $Q^{3.01}$ between 2.4 and 2.6 keV, close to the cubic law. This electrostatic screening reduces the sum to 0.77 of its unscreened value; adding the local exchange potential of the atom gives 0.78, a shift of about 2 percent in the sum.

The K density is 4.22 times the nonrelativistic $4Z^3$. The neutral p-wave sum is 2.2 times $4Z^3Q^3/(3c^2)=2.42\times10^7$. These corrections partly cancel in the ratio, changing \eqref{eq:simple} by a factor $4.22/2.2\simeq1.9$:
\begin{equation}
\frac{I_K}{I}=\frac{1.084\times10^{12}}{5.38\times10^7}
\simeq2.0\times10^4 .
\end{equation}
The L shells add less than one percent. The ground-state transition alone would give
\begin{equation}
T_{\rm ground}=\frac{4.2\times10^{10}\ \mathrm{yr}}{2.03\times10^4}
\simeq2.1\times10^6\ \mathrm{yr}.
\end{equation}
Changing $Q$ by 0.1 keV moves this between 1.8 and 2.3 million years. Two model limits are of similar size. The electron waves are taken at the nuclear surface, and the $j=1/2$ and $j=3/2$ waves vary differently across the nucleus: taking them at the centre gives $I_K/I\simeq2.2\times10^4$ and $1.9\times10^6$ years. The omitted shake processes carry a mean excitation energy of about 0.16 keV in the sudden approximation, which can lower the neutral sum, and with it this half-life, by up to about 18 percent.

Ignoring the forbidden character shortens this half-life about sixfold, which is far from enough. With allowed shapes the neutral integral is $4ZQ^3/(3c^2)$ and the K term $4Z^3(Q_K/c)^2$, so the gain is $3Z^2Q_K^2/Q^3\simeq1.6\times10^5$. The Dirac calculation with these shapes gives $3.3\times10^5$ years, still ten thousand times too long.

\section{The transition opened by K binding}

For the excited state, with spin and parity $3/2^-$, the K-shell decay energy is
\begin{equation}
Q_K^*=72.92-9.8=63.12\ \mathrm{keV}.
\end{equation}
For the bare ion the best L-shell channel is closed by about 0.7 keV, so only the K shell gives access to this state. Filling the K shell would remove this K channel. The L closure does not carry over to such an ion, because its two K electrons gain about 5 keV of binding together when the nuclear charge rises from 75 to 76. That case is not computed here.

The nuclear spin now changes by one unit, and the leptons may carry total angular momentum one. This admits a larger amplitude. Inside the nucleus the potential is taken constant at its central value $V_0=-3Z/(2R)$, which falls to two thirds of this at the surface, and the small component of the K electron follows from the radial Dirac equation:
\begin{equation}
(rf)'=-\frac{rf}{r}+\frac{V_0-\varepsilon}{c}\,rg .
\end{equation}
With $g$ constant, the trial form $rf=\beta r^2g$ gives $2\beta=-\beta+(V_0-\varepsilon)/c$. Since $|\varepsilon|\ll|V_0|$,
\begin{equation}
\frac fg\simeq\frac{V_0r}{3c}.
\end{equation}
The neutrino's p wave is $qr/3$, so the Coulomb field supplies an effective momentum $|V_0|/c$ in place of $q$. This component has $j=1/2$. Paired with a $j=1/2$ neutrino it can carry one unit of angular momentum but not two, so it cannot help the ground-state transition.

For $R=1.297\times10^{-4}$ bohr, $|V_0|/c\simeq6.4\times10^3$, against $Q_K/c\simeq19.6$. Including the two neutrino phase spaces, the expected scale of the excited-to-ground rate ratio is
\begin{equation}
\left(\frac{6.4\times10^3}{19.6}\right)^2
\left(\frac{63.12}{72.92}\right)^2\sim8\times10^4 .
\end{equation}
The constant-potential form overstates the small component at the surface, where the K wave has $|f/g|=0.23$ rather than $0.28$; using that value lowers the estimate to about $5.5\times10^4$. This is a scale estimate: angular coefficients, the nuclear velocity operator and the different nuclear matrix elements have been set aside. It makes an enhancement of the required size plausible, but it does not predict the half-life.

\section{Comparison with 33 years}

The observed acceleration factors as
\begin{equation}
1.27\times10^9\simeq(2.03\times10^4)(6.26\times10^4).
\end{equation}
The first factor compares bound and continuum decay for the same nuclear transition. The second is the total bare rate divided by its ground-state part, and it depends on nuclear structure. In this model the ground state receives about $1.6\times10^{-5}$ of the bare-ion decays.

The 33-year half-life can therefore be used to infer the strength of the excited-state transition. In electron natural units, lengths are measured in $1/c$ bohr and energies in $c^2$. The K-shell phase-space factor is then
\begin{equation}
f_K=\frac\pi2\,\frac{g_K^2}{c^3}
\left(\frac{Q_K^*}{c^2}\right)^2\simeq0.069 .
\end{equation}
Since 33 years is $1.04\times10^9$ s,
\begin{equation}
f_Kt\simeq0.069\times1.04\times10^9\ \mathrm{s}
\simeq7.2\times10^7\ \mathrm{s},
\end{equation}
or $\log_{10}(f_Kt/\mathrm{s})\simeq7.9$. Here $g_K$ is taken at the nuclear surface; at the centre $f_K\simeq0.083$, which raises the logarithm from 7.86 to 7.94. Predicting 33 years without using the measured value would require an independent value of this nuclear strength. The remaining channel values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Input atomic Q, rough: 2.5 keV
Input Os excitation, rough: 9.8 keV
Input neutral half-life, rough: 4.2e+10 yr
Input bare half-life, rough: 33 yr
Nuclear radius: 0.0001297 bohr
Speed of light: 137.036 a.u.
Total binding difference D: 15.33 keV
D from dE/dZ check: 15.33 keV
Bare continuum energy: -12.83 keV
H-like Os K binding: 85.75 keV
H-like Os L1 binding: 21.91 keV
H-like Os L2 binding: 21.92 keV
H-like Os L3 binding: 20.04 keV
K decay energy, ground state: 72.92 keV
L1 decay energy, ground state: 9.08 keV
L2 decay energy, ground state: 9.09 keV
L3 decay energy, ground state: 7.21 keV
K decay energy, excited state: 63.12 keV
Best L energy, excited state: -0.71 keV
Neutral s-wave sum: 6.059e+03 a.u.
Neutral p-wave sum: 5.377e+07 a.u.
Neutral p/s ratio: 8.873e+03
Screened/unscreened neutral sum: 0.772
Power of Q in neutral rate: 3.012
K density g^2 at R: 7.410e+06 bohr^-3
K density / (4 Z^3): 4.220
Bare K sum: 1.084e+12 a.u.
Bare L1 sum: 4.306e+07 a.u.
Bare L2 sum: 3.067e+06 a.u.
Bare L3 sum: 8.960e+09 a.u.
Simple nonrelativistic K gain: 1.062e+04
Dirac K gain: 2.015e+04
Ground-state gain, all shells: 2.032e+04
Bare half-life, ground state only: 2.07e+06 yr
Same with Q = 2.4 keV: 1.84e+06 yr
Same with Q = 2.6 keV: 2.31e+06 yr
Half-life from allowed shapes: 3.33e+05 yr
Total observed gain: 1.273e+09
Further gain needed: 6.263e+04
Ground-state share of bare rate: 1.60e-05
Excited-state K phase space f_K: 0.0690
Inferred excited-state log10(ft/s): 7.86
\end{verbatim}
